# Linear and inverse field extrapolation of breakdown life in hafnia capacitors

Q: I have a ferroelectric hafnia capacitor that breaks down in minutes at a high field, and I need its life at a low one. Two laws are offered to me, one linear in the field and one in its inverse. If both reproduce what I measured, why should it matter which I use?

A: Because agreement at the stress field does not fix the behaviour elsewhere. Let $E>0$ be the magnitude of the applied field, voltage divided by total thickness, and let $t(E)$ be the characteristic time to breakdown at constant field, by which 63.2% of the samples have failed. Temperature, area and failure fraction are held fixed. The two laws are

$$\ln t_{\rm lin}=A-\gamma E,\qquad \ln t_{\rm inv}=B+\frac{G}{E}.$$

Times inside logarithms are measured in one fixed unit. The constant $\gamma$ is the field acceleration. I take $\gamma>0$, so life falls as the field rises.

Q: Two laws with two constants each. What exactly do you mean by saying that both reproduce the measurement?

A: That at one stress field $E_s$ they have the same life $t_s$ and the same slope. For the linear law the slope of $\ln t$ is $-\gamma$ everywhere. For the inverse law it is $-G/E^2$. Equality at $E_s$ requires

$$-\frac{G}{E_s^2}=-\gamma\quad\Rightarrow\quad G=\gamma E_s^2 .$$

Equal lives fix the other constants: $A=\ln t_s+\gamma E_s$ and $B=\ln t_s-G/E_s=\ln t_s-\gamma E_s$.

Q: I might have plotted $t$ itself against $E$, or $\ln t$ against $1/E$. Would matching slopes there give another answer?

A: No. Since $d\ln t/dE=(1/t)\,dt/dE$ and $t=t_s$ for both laws at $E_s$, equal values of one derivative mean equal values of the other. Likewise $d\ln t/d(1/E)=-E^2\,d\ln t/dE$, and the factor $-E_s^2$ is common to both laws.

Q: Then which law predicts the shorter life below $E_s$?

A: Insert the constants. The linear law gives

$$\ln\frac{t_{\rm lin}}{t_s}=\gamma(E_s-E),$$

and the inverse law gives

$$\ln\frac{t_{\rm inv}}{t_s}=\gamma E_s^2\left(\frac1E-\frac1{E_s}\right)=\gamma E_s\,\frac{E_s-E}{E}.$$

Subtract the first from the second and take out the common factor:

$$\ln\frac{t_{\rm inv}}{t_{\rm lin}}=\gamma(E_s-E)\left(\frac{E_s}{E}-1\right)=\frac{\gamma(E_s-E)^2}{E}.$$

With $\gamma>0$ and $E>0$ the right side is positive unless $E=E_s$. The linear law therefore gives the shorter life at every lower field. I shall call this logarithm the gap.

Q: The square is also positive above $E_s$. Surely the two curves cross at the stress field?

A: They touch there without crossing. Two curves that cross with different slopes exchange their order, but here the slopes were made equal, so the first-order difference vanishes and a term in $(E_s-E)^2$ remains. The linear law gives the shorter life above $E_s$ as well. The sign of $\gamma$ matters: for $\gamma<0$ the order would reverse, and for $\gamma=0$ both laws would reduce to the same constant.

Q: That is algebra. What property of the inverse law is responsible?

A: Its upward curvature. Take any twice continuously differentiable $f(E)=\ln t(E)$ and integrate by parts:

$$\int_E^{E_s}(u-E)f''(u)\,du=\Big[(u-E)f'(u)\Big]_E^{E_s}-\int_E^{E_s}f'(u)\,du$$

$$=(E_s-E)f'(E_s)-f(E_s)+f(E).$$

The last line is the height of $f(E)$ above its tangent at $E_s$, and that tangent is the matched linear law. If $f''>0$ between the two fields, the integral is positive for $E<E_s$. For $E>E_s$ the factor $u-E$ is negative, but the integral runs backwards, so the result is again positive.

For the inverse law $f''(u)=2G/u^3$, and

$$2G\int_E^{E_s}\frac{u-E}{u^3}\,du=2G\left[-\frac1u+\frac{E}{2u^2}\right]_E^{E_s}$$

$$=G\left(\frac1E-\frac2{E_s}+\frac{E}{E_s^2}\right)=\frac{G(E_s-E)^2}{E\,E_s^2}.$$

Putting $G=\gamma E_s^2$ returns the gap found before.

Q: Then the linear law is the cautious choice, and I can use it as a lower bound.

A: That is guaranteed if the true $\ln t$ is convex between the use field and $E_s$ and has the measured life and slope at $E_s$. Without convexity it may fail. The comparison orders two formulas; it does not say which one the capacitor obeys. A concave law shows the danger. Take $\ln t=C-cE^2$. Matching the slope gives $2cE_s=\gamma$, and its height above the linear law is

$$c(E_s^2-E^2)-\gamma(E_s-E)=\gamma(E_s-E)\left(\frac{E_s+E}{2E_s}-1\right)=-\frac{\gamma(E_s-E)^2}{2E_s}.$$

This law predicts a shorter life than the linear one.

Q: Give me numbers for a capacitor that someone might build.

A: Take a 10 nm film of hafnium-zirconium oxide after wake-up, at 300 K, with round parameters: $E_s=4$ MV/cm, $t_s=100$ s, $\gamma=5$ cm/MV and a use field of 2 MV/cm, which is 2 V across the film. Then $G=5\times4^2=80$ MV/cm.

The linear law gives $\ln(t/t_s)=5\times2=10$, hence $t=2.2\times10^6$ s, about 25 days. The inverse law gives $5\times4\times2/2=20$, hence $4.9\times10^{10}$ s, about 1500 years. The gap is $5\times2^2/2=10$, a factor of $2.2\times10^4$ in life.

Q: Twenty is twice ten. Is that an accident of your parameters?

A: It follows from using half the stress field. The two logarithms found earlier obey

$$\ln\frac{t_{\rm inv}}{t_s}=\frac{E_s}{E}\,\ln\frac{t_{\rm lin}}{t_s}.$$

At $E=E_s/2$ the inverse law doubles the logarithmic gain in life. The same choice produces another coincidence. At zero field the linear law gives the finite life $t_s e^{\gamma E_s}=100\,e^{20}$ s $=4.9\times10^{10}$ s, which equals the inverse-law life at half the stress field. The inverse law itself diverges as $E\to0$.

Q: With a factor of twenty thousand between them, a few measurements should tell me which law is right.

A: Not if they are made near $E_s$. At 3.8 MV/cm the gap is $5\times0.2^2/3.8=0.053$, a difference of about 5% in life. An uncertainty of that size in the measured life hides it. Below $E_s$ the gap grows faster than the square of the distance from $E_s$, because of the factor $1/E$. Tests well above $E_s$ can also separate the two formulas, but they do not probe the curvature of $\ln t$ at lower fields, on which the extrapolation depends. That requires tests below $E_s$, which take longer. To tell these two formulas apart, 3 MV/cm is low enough: the gap is 1.67, a 10% slope error moves the two logarithms by 0.5 and 0.67, and the lives are about 4 and 22 hours.

Q: In practice I measure at two fields and pass each law through both points. I never measure a tangent.

A: Then the order changes inside the interval. Let the fields be $E_1<E_2$, and let $-\gamma$ be the slope of the straight line through the two values of $\ln t$. The difference of the laws has the form

$$D(E)=\ln t_{\rm inv}-\ln t_{\rm lin}=a+\gamma E+\frac{G_2}{E},$$

where $a$ is a constant. Hence $E\,D(E)$ is a quadratic with leading coefficient $\gamma$. It vanishes at $E_1$ and $E_2$, so

$$D(E)=\frac{\gamma(E-E_1)(E-E_2)}{E}.$$

Between the two fields the inverse law now gives the shorter life; outside them the linear law does. For $E_1=3.8$ and $E_2=4.2$ MV/cm, with $\gamma=5$ cm/MV, the difference is $-0.05$ at 4 MV/cm and $5\times1.8\times2.2/2=9.9$ at 2 MV/cm. The finite window hardly changes the extrapolated gap. As $E_1$ and $E_2$ both approach $E_s$, the tangent result returns.

Q: My slope will also have an error. Does it affect both laws equally?

A: No. Raise $\gamma$ by 10%, from 5.0 to 5.5 cm/MV, with $t_s$ fixed. At 2 MV/cm the linear logarithm rises by $0.5\times2=1$ and the inverse one by $0.5\times4\times2/2=2$. The lives grow by factors of about 2.7 and 7.4. The inverse law magnifies a slope error by the further factor $E_s/E$.

Q: Designers ask the opposite question: what field may I apply for ten years?

A: Set $L=\ln(t_{\rm target}/t_s)>0$ and solve each law for $E$. The linear law gives

$$\gamma(E_s-E_{\rm lin})=L\quad\Rightarrow\quad E_{\rm lin}=E_s-\frac L\gamma .$$

The inverse law gives

$$\gamma E_s\left(\frac{E_s}{E_{\rm inv}}-1\right)=L\quad\Rightarrow\quad E_{\rm inv}=\frac{\gamma E_s^2}{\gamma E_s+L}.$$

To subtract them, first write $E_s-E_{\rm inv}=E_sL/(\gamma E_s+L)$. Then

$$E_{\rm inv}-E_{\rm lin}=\frac L\gamma-\frac{E_sL}{\gamma E_s+L}=\frac{L^2}{\gamma(\gamma E_s+L)}>0 .$$

Ten years is $3.16\times10^8$ s, so $L=14.97$. The allowed fields are $4-14.97/5=1.01$ MV/cm and $80/34.97=2.29$ MV/cm. The chosen 2 MV/cm lies between them: it fails by one law and passes by the other. If $L\ge\gamma E_s$, the linear law allows no positive field at all.

Q: Is there no law between these two extremes?

A: A power law $t\propto E^{-n}$ is one. Its slope is $-n/E$, so matching gives $n=\gamma E_s=20$. Its height above the linear law at 2 MV/cm is $20\ln2-10=3.86$, compared with 10 for the inverse law. The concave law treated earlier gives $-5\times2^2/8=-2.5$. The choice of formula thus moves the logarithm of the life by more than the 10% slope error does.

Q: The inverse law at least has physics behind it: tunnelling current damages the oxide.

A: That argument assumes that life is inversely proportional to the current, and that the current is Fowler-Nordheim tunnelling, $J\propto E^2e^{-G'/E}$. Then $\ln t={\rm const}-2\ln E+G'/E$, and matching the slope gives

$$\frac2{E_s}+\frac{G'}{E_s^2}=\gamma\quad\Rightarrow\quad G'=\gamma E_s^2-2E_s=72\ {\rm MV/cm}.$$

At 2 MV/cm the gap becomes

$$72\left(\frac12-\frac14\right)+2\ln2-10=9.39,$$

so the prefactor changes little here. This is the zero-temperature current. With the mass and thickness used below, thermally excited carriers raise the current at 2 MV/cm about fourfold at 300 K, and the matched gap falls to about 8.9. The curvature $2/E^2+2G'/E^3$ is positive for $G'\ge0$, and the order is preserved.

The shape of the barrier is a more serious limit. For a barrier of height $\phi$, carrier mass $m$ and elementary charge $e$, the semiclassical tunnelling exponent is

$$\frac2\hbar\int_0^{\phi/eE}\sqrt{2m(\phi-eEx)}\,dx=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}.$$

This has the form $G/E$. With a mass of 0.2 electron masses and the prefactor ignored, $G=80$ MV/cm corresponds to $\phi=1.90$ eV.

Q: What goes wrong with that barrier at low field?

A: The upper limit $\phi/eE$ must lie inside the film. For thickness $d=10$ nm this requires $eEd>\phi$, or $E>1.90$ MV/cm. The use field of 2 MV/cm is barely above the limit. Below it, the carrier crosses the whole film under the barrier, the integral stops at $d$, and the exponent is

$$\frac GE\left[1-\left(1-\frac{eEd}{\phi}\right)^{3/2}\right].$$

At 1 MV/cm this is 53.9, whereas $G/E=80$. As $E\to0$ the bracket tends to $3eEd/(2\phi)$, so the exponent stays finite instead of diverging as $G/E$. The net current still vanishes in proportion to the voltage, so $\ln t$ keeps growing, but only as $-\ln E$. In this picture the order still holds at 1 MV/cm: the logarithmic gain is $53.9-20=33.9$, against $5\times3=15$ for the linear law. The exponent is concave below 1.90 MV/cm, so this order is a result for these numbers and does not follow from the convexity argument. If the leakage runs through traps instead, this derivation of the inverse law does not apply.

Q: My film is ferroelectric, and the field at its interface is not the applied field. Does that spoil the proof?

A: It changes the size of the gap. Let a non-ferroelectric interface layer $i$ lie in series with the film $f$, with thicknesses $d_i+d_f=d$ and relative permittivities $\varepsilon_i$ and $\varepsilon_f$. Let $Q$ be the polarization charge per area left uncompensated by trapped charge, positive when it raises the layer field, and the same at stress and use. The voltage sum and the jump of displacement are

$$E_fd_f+E_id_i=Ed,\qquad \varepsilon_0\varepsilon_iE_i-\varepsilon_0\varepsilon_fE_f=Q .$$

Eliminating $E_f=(Ed-E_id_i)/d_f$ gives

$$\varepsilon_0\left(\varepsilon_i+\varepsilon_f\frac{d_i}{d_f}\right)E_i=\varepsilon_0\varepsilon_f\frac{d}{d_f}E+Q .$$

Thus $E_i$ is proportional to $E+E_0$, with $E_0=Qd_f/(\varepsilon_0\varepsilon_fd)$. If breakdown follows $E_i$, the linear law remains linear in $E$. The inverse law becomes $B'+H/(E+E_0)$, and slope matching gives $H=\gamma(E_s+E_0)^2$. The gap is

$$\gamma(E_s-E)\left(\frac{E_s+E_0}{E+E_0}-1\right)=\frac{\gamma(E_s-E)^2}{E+E_0}.$$

It is positive as long as the layer field keeps its sign, $E+E_0>0$.

Q: How large is that offset in hafnia?

A: Take $d_i=0.5$ nm, $d_f=9.5$ nm, $\varepsilon_i=20$, $\varepsilon_f=30$ and a polarization of 20 µC/cm². If 5% of it is uncompensated, $E_0=0.36$ MV/cm and the gap falls from 10 to 8.5. With no compensation, $E_0=7.2$ MV/cm and the gap is 2.2, but the layer would then carry 13.4 MV/cm at the use voltage. With full compensation it would carry 2.9 MV/cm, so I regard this case as an extreme, not as a working capacitor. The gap can also rise. For 5% uncompensated charge of the opposite sign it is 12.2. If breakdown follows the field in the ferroelectric film instead of the layer, it is 10.1 at 5% and 13.9 with no compensation.

Q: You have stayed at 300 K. Memories run hotter.

A: For a rough size, use a thermochemical form of the linear law, $\ln t=C+(h-pE)/kT$, with temperature $T$ and Boltzmann's constant $k$. Here $h$ is the zero-field activation enthalpy and $p$ an effective dipole, so $\gamma=p/kT$. Assume that the activation energy at the stress field, $h-pE_s$, is 0.6 eV. Going from 300 to 358 K then shortens the life at 4 MV/cm from 100 to 2.3 s and lowers $\gamma$ to $5\times300/358=4.19$ cm/MV.

If the inverse law is matched again at 358 K, the gap is $4.19\times2^2/2=8.38$. At 2 MV/cm the lives are $1.0\times10^4$ s by the linear law and $4.4\times10^7$ s by the inverse law. Both now miss ten years.

Q: And a memory has a million capacitors, not one.

A: Suppose that failures are independent and follow a Weibull distribution with the same shape $\beta$ at both fields. If the array has $r$ times the test area, the fraction $F$ of arrays that contain at least one failed cell obeys

$$F=1-\exp\left[-r\left(\frac t{t_{63}}\right)^\beta\right],$$

where $t_{63}$ is the characteristic life of the test capacitor. Taking logarithms twice gives

$$\ln\frac t{t_{63}}=\frac{\ln[-\ln(1-F)]-\ln r}{\beta}.$$

For $10^6$ cells of 0.01 µm², a test area of 1000 µm², $\beta=1.5$ and $F=10^{-4}$, we have $r=10$ and a shift of $(-9.21-2.30)/1.5=-7.7$. The shift is common to both laws, so it leaves the gap unchanged. At 300 K and 2 MV/cm the array lives are $1.0\times10^3$ s and $2.3\times10^7$ s. At 358 K they are 4.7 s and $2.1\times10^4$ s. On this first-failure criterion and under continuous bias, the pass that the inverse law gave to a single capacitor at 300 K has gone. If instead error correction tolerates a failed fraction $10^{-4}$ of the cells, then $r=10^{-5}$, the shift is $+1.5$, and the lives at 300 K are $1.0\times10^7$ s and $2.3\times10^{11}$ s.

Q: Seconds or hours? Does this describe real hafnia memories?

A: It describes these parameters under continuous bias. A thickness of 10 nm, a polarization of 20 µC/cm² and a use field of 2 MV/cm are roughly typical of hafnium-zirconium oxide capacitors. The values of $t_s$, $\gamma$, $\beta$ and the activation energy vary with electrodes and processing and must be measured; those used here are illustrative. Real memory cells are also not held at constant bias. If damage accumulates only during identical square pulses that fill a fraction $\delta$ of the time, both lives are multiplied by $1/\delta$: for $\delta=10^{-3}$ by a thousand, with the gap unchanged. The first-failure lives of the array at 300 K become $1.0\times10^6$ s and $2.3\times10^{10}$ s, so the inverse law passes ten years again. Field reversal may add damage or allow recovery, and then even this scaling fails.

Q: Where do wake-up and fatigue enter?

A: Through the conditions of the comparison. During wake-up the internal fields and the trapped charge can change. Lives measured at different fields may then belong to films in different states, and their slope is not the $\gamma$ of one film. The film should be brought to a stable state first, and $Q$ should be comparable at stress and use. Fatigue, the loss of switchable polarization on cycling, is a separate failure criterion. It can end the use of a cell before breakdown does, so neither extrapolation is by itself a prediction of memory life.

Q: Which extrapolation should I report, then?

A: Report both when the data cannot separate them, with the slope error carried through each. If a design passes by the linear law, it also passes by the matched inverse law, for the same temperature, area, failure fraction and waveform, provided that the use field does not lie between the two fields of a two-point fit. Passing by both is still no guarantee, because a concave $\ln t$ can give a shorter life than either. If the design passes only by the inverse law, as the single capacitor did here, the decision rests on the assumed curvature of $\ln t$. Longer tests at lower fields are then needed to measure that curvature.

## Values computed for the example and the checks

```
stress field 4.0, use field 2.0 MV/cm
life at stress 100 s; gamma 5.0 cm/MV
film thickness 10.0 nm; temperature 300 K
inverse-law constant G 80.00 MV/cm
ln(life/stress life), linear 10.000
ln(life/stress life), inverse 20.000
linear life at use 2.203e+06 s = 25.5 days
inverse life at use 4.852e+10 s = 1537 years
gap at use 10.000; life ratio 2.203e+04
gap at 3.80 MV/cm 0.0526
convexity integral 10.000
linear life at zero field 4.852e+10 s
ten years 3.1558e+08 s; L = 14.965
ten-year field, linear 1.007 MV/cm
ten-year field, inverse 2.288 MV/cm
two-point match at 3.8 and 4.2 MV/cm:
  gap at use 9.900
  gap at 4.0 MV/cm -0.0500
power-law exponent 20.0; gap 3.863
concave square-field law, gap -2.500
slope +10 %: shift of ln life, linear 1.000
slope +10 %: shift of ln life, inverse 2.000
gap with Fowler-Nordheim prefactor 9.386
tunnelling mass 0.20 electron masses
barrier that gives G 1.900 eV
triangular barrier only above 1.900 MV/cm
at 1.0 MV/cm: WKB exponent 53.92
at 1.0 MV/cm: G/E 80.00
interface layer 0.5 nm, permittivity 20
ferroelectric layer 9.5 nm, permittivity 30
polarization 20 uC/cm2
uncompensated part 5 %:
  field offset 0.358 MV/cm; gap 8.483
  interface field at use 3.45 MV/cm
uncompensated part 100 %:
  field offset 7.153 MV/cm; gap 2.185
  interface field at use 13.39 MV/cm
activation energy at stress field 0.60 eV
effective dipole 12.93 e*angstrom
zero-field enthalpy 1.117 eV
358 K: life at stress field 2.328 s
358 K: gamma 4.190 cm/MV
358 K: gap 8.380
358 K: linear life at use 1.015e+04 s
358 K: inverse life at use 4.423e+07 s
Weibull shape 1.5; test area 1000 um2
array: 1e+06 cells of 0.01 um2
array/test area 10.0; failed fraction 1e-04
array shift of ln life -7.675
array 300 K, linear 1.022e+03 s
array 300 K, inverse 2.252e+07 s
array 358 K, linear 4.710e+00 s
array 358 K, inverse 2.053e+04 s
```
